# Mass Transfer to a Rotating Disc at Any Schmidt Number

When deposition is limited by the supply of precursor through the gas, the thickness map of the film is a map of the local mass-transfer coefficient. Knowing how this coefficient depends on position and rotation rate helps to tell whether an uneven film comes from the flow or from the surface, and to carry a recipe from one rotation rate to another. The high-Schmidt-number formula, used outside its range, gives a wrong growth rate: in the silicon example below it predicts 1.79 nm/s where the full transport calculation gives 1.30 nm/s.

For the ideal rotating disc, radial uniformity and the square-root dependence on rotation rate hold at every Schmidt number. The explicit formulas (20), (22) and (29) below, by contrast, are approximations for high Schmidt number.

## The model and its conventions

An infinite flat disc occupies $z=0$ and turns about the $z$ axis at angular rate $\omega$. The gas fills $z>0$ and far away has neither rotation nor radial motion. The flow is steady, laminar and of constant density, with kinematic viscosity $\nu$. The precursor is dilute, so its consumption causes no appreciable normal gas velocity at the wall. Its diffusivity $D$ is constant, and gas-phase reaction, buoyancy and thermal diffusion are neglected.

The precursor number concentration $c$ equals $c_s$ everywhere on the disc and $c_\infty$ far away. With $J$ the flux towards the disc, counted positive for deposition, define

$$
k=\frac{J}{c_\infty-c_s},\qquad J=D\left.\frac{\partial c}{\partial z}\right|_{z=0},\qquad \mathrm{Sc}=\frac{\nu}{D}. \tag{1}
$$

SI units are used, since they are natural for a reactor.

## Reduction of the flow

Measure lengths in $\sqrt{\nu/\omega}$, velocities in $\sqrt{\nu\omega}$ and pressure in $\rho\nu\omega$, where $\rho$ is the gas density. Let $\zeta=z\sqrt{\omega/\nu}$, and let $x,y$ be the scaled in-plane coordinates. Try the velocity

$$
u_x=xF-yG,\qquad u_y=yF+xG,\qquad u_z=H, \tag{2}
$$

where $F,G,H$ depend on $\zeta$ only. In physical units this means $u_r=r\omega F$, $u_\theta=r\omega G$ and $u_z=\sqrt{\nu\omega}\,H$. Cartesian components are convenient because their unit vectors do not turn.

Incompressibility gives $F+F+H'=0$. For the $x$ momentum, the convective term is

$$
\begin{aligned}
(\mathbf u\cdot\nabla)u_x
&=(xF-yG)F-(yF+xG)G+H(xF'-yG')\\
&=x(F^2-G^2+HF')-y(2FG+HG').
\end{aligned} \tag{3}
$$

The viscous term is $\nabla^2u_x=xF''-yG''$. With

$$
R=F^2-G^2+HF'-F'',\qquad T=2FG+HG'-G'', \tag{4}
$$

the two in-plane momentum equations become

$$
xR-yT=-\partial_xp,\qquad yR+xT=-\partial_yp. \tag{5}
$$

The axial equation is $HH'=-\partial_\zeta p+H''$. It makes $\partial_\zeta p$ a function of $\zeta$ alone, so the in-plane pressure gradient cannot vary with height. Far from the disc $F$, $G$ and their derivatives vanish, hence $R=T=0$ there and this gradient is zero. It is therefore zero at every height. Since (5) must hold for all $x,y$, both $R$ and $T$ vanish:

$$
H'=-2F,\quad F''=F^2-G^2+HF',\quad G''=2FG+HG'. \tag{6}
$$

No slip and no flow through the wall give $F(0)=H(0)=0$ and $G(0)=1$. The far conditions are $F(\infty)=G(\infty)=0$. Numerical solution gives

$$
a=F'(0)=0.5102,\quad b=G'(0)=-0.6159,\quad H(\infty)=-h,\quad h=0.8845. \tag{7}
$$

The disc throws gas outwards, and continuity replaces it by a downward flow. This downward velocity is the same at every radius.

## Uniform transfer and the square-root law

Steady transport obeys $\mathbf u\cdot\nabla c=D\nabla^2c$. Because $u_z$ and both boundary concentrations are independent of radius, a concentration $c(z)$ satisfies the equation and the boundary conditions. Its in-plane derivatives vanish, so radial convection and radial diffusion are both zero; neither has been neglected. Set

$$
\Theta(\zeta)=\frac{c-c_s}{c_\infty-c_s}. \tag{8}
$$

Each $z$ derivative supplies a factor $\sqrt{\omega/\nu}$. Thus $\sqrt{\nu\omega}\,H\sqrt{\omega/\nu}\,\Theta'=D(\omega/\nu)\Theta''$, and division by $D\omega/\nu$ gives

$$
\Theta''=\mathrm{Sc}\,H\,\Theta',\qquad \Theta(0)=0,\quad \Theta(\infty)=1. \tag{9}
$$

This is a first-order equation for $\Theta'$. Writing $S=\Theta'(0)$, one integration gives

$$
\Theta'(\zeta)=S\exp\left(\mathrm{Sc}\int_0^\zeta H(t)\,dt\right). \tag{10}
$$

Integrating from the wall to infinity must give one, so

$$
S(\mathrm{Sc})=\left[\int_0^\infty\exp\left(\mathrm{Sc}\int_0^\zeta H(t)\,dt\right)d\zeta\right]^{-1}. \tag{11}
$$

The integral converges because $H$ tends to the negative constant $-h$. The flux in (1) is $J=D\sqrt{\omega/\nu}\,(c_\infty-c_s)S$. Using $D=\nu/\mathrm{Sc}$,

$$
\boxed{k=\sqrt{\nu\omega}\,\frac{S(\mathrm{Sc})}{\mathrm{Sc}}}. \tag{12}
$$

No radius appears, and $S$ depends on $\nu/D$ but not on $\omega$. At fixed $\nu$ and $D$, therefore, $k\propto\omega^{1/2}$ for any Schmidt number. Faster rotation thins the layer: the equivalent stagnant film thickness $D/k$ varies as $\omega^{-1/2}$.

A test of (12) solved the ordinary differential equations for the flow and for $c(z)$ in dimensional form at 50, 100 and 200 rad/s, with $\mathrm{Sc}=2$. The resulting coefficients agreed with (12) to within a relative tolerance of $2\times10^{-4}$, and their fitted exponent was 0.5000. This tests the scaling and the coefficient; radial uniformity rests on the derivation above.

The growth rate inherits the square-root law only if $c_\infty-c_s$ stays fixed. Suppose the surface consumes precursor at the rate $k_sc_s$, with uniform $k_s$. Equating this to $k(c_\infty-c_s)$ gives $c_s=kc_\infty/(k+k_s)$, and hence

$$
J=\frac{c_\infty}{1/k+1/k_s}. \tag{13}
$$

The surface concentration is still uniform, so (12) still applies. For $k_s\gg k$ the flux is $kc_\infty$ and grows as $\omega^{1/2}$. For $k_s\ll k$ it is $k_sc_\infty$ and does not respond to rotation.

## The high-Schmidt-number limit

At high $\mathrm{Sc}$ the precursor diffuses slowly compared with momentum, and the concentration changes in a thin layer near the wall. The velocity is needed only there. From (6), $F''(0)=-1$. Differentiating the equation for $F$ gives

$$
F'''=2FF'-2GG'+H'F'+HF'',\qquad F'''(0)=-2b, \tag{14}
$$

because $F$, $H$ and $H'=-2F$ vanish at the wall. The Taylor series and its integral, using $H'=-2F$, are

$$
\begin{aligned}
F&=a\zeta-\frac{\zeta^2}{2}-\frac{b\zeta^3}{3}+O(\zeta^4),\\
H&=-a\zeta^2+\frac{\zeta^3}{3}+\frac{b\zeta^4}{6}+O(\zeta^5).
\end{aligned} \tag{15}
$$

A further integration gives the exponent in (11):

$$
\int_0^\zeta H\,dt=-\frac{a\zeta^3}{3}+\frac{\zeta^4}{12}+\frac{b\zeta^5}{30}+O(\zeta^6). \tag{16}
$$

Choose a length $s$ that makes the first term, multiplied by $\mathrm{Sc}$, equal to $-x^3$:

$$
\zeta=sx,\qquad s=\left(\frac{3}{a\,\mathrm{Sc}}\right)^{1/3}. \tag{17}
$$

Then $\mathrm{Sc}\,s^3=3/a$, and the exponent is

$$
-x^3+\frac{s}{4a}x^4+\frac{bs^2}{10a}x^5+O(s^3). \tag{18}
$$

As $s\to0$ only the first term remains. The distant part of the integral is exponentially small because the downward flow keeps the exponent decreasing. With $\int_0^\infty e^{-x^3}dx=\Gamma(1/3)/3=\Gamma(4/3)$, the leading slope is

$$
S_0=\frac{1}{s\,\Gamma(4/3)}=\frac{(a\,\mathrm{Sc}/3)^{1/3}}{\Gamma(4/3)}=0.620\,\mathrm{Sc}^{1/3}. \tag{19}
$$

Insertion in (12) gives $k\simeq0.620\sqrt{\nu\omega}\,\mathrm{Sc}^{-2/3}$. Since $\mathrm{Sc}^{-2/3}=D^{2/3}\nu^{-2/3}$,

$$
k\simeq0.620\,D^{2/3}\nu^{-1/6}\omega^{1/2}\qquad(\mathrm{Sc}\gg1). \tag{20}
$$

### Corrections to the limit

To find the error of (20), expand the exponential of the small terms in (18) through $s^2$. The integral in (11) becomes

$$
s\int_0^\infty e^{-x^3}\left[1+\frac{s x^4}{4a}
+s^2\left(\frac{x^8}{32a^2}+\frac{bx^5}{10a}\right)+O(s^3)\right]dx. \tag{21}
$$

The $x^8$ term is half the square of the first correction. The substitution $v=x^3$ gives $\int_0^\infty x^ne^{-x^3}dx=\Gamma((n+1)/3)/3$. The values for $n=4,5,8$ are $\Gamma(5/3)/3$, $1/3$ and $2/3$. Dividing by the leading integral,

$$
S=\frac{S_0}{1+c_1\mathrm{Sc}^{-1/3}+c_2\mathrm{Sc}^{-2/3}+O(\mathrm{Sc}^{-1})}, \tag{22}
$$

with

$$
\begin{aligned}
c_1&=\left(\frac3a\right)^{1/3}\frac{\Gamma(5/3)}{12a\,\Gamma(4/3)}=0.298,\\
c_2&=\left(\frac3a\right)^{2/3}\frac{1}{\Gamma(4/3)}
\left(\frac1{48a^2}+\frac b{30a}\right)=0.145.
\end{aligned} \tag{23}
$$

The first correction is positive in the denominator. Its origin is the term $+\zeta^3/3$ in $H$, which weakens the downward flow relative to $-a\zeta^2$. The limit (20) therefore overestimates transfer when this correction dominates.

Relative to the full integral (11), the limit is high by 1.4% at $\mathrm{Sc}=10^4$, 7.2% at 100, 18% at 10 and 57% at 1. The approach is slow because the error falls only as $\mathrm{Sc}^{-1/3}$. The corrected form (22), without its remainder, is high by about 0.07% at $\mathrm{Sc}=100$, but by 8.5% at $\mathrm{Sc}=1$, where the expansion parameter is no longer small.

## The opposite limit

For $\mathrm{Sc}\ll1$ the concentration layer extends far beyond the viscous layer, into gas moving downwards at the constant scaled speed $h$. At large $\zeta$, (6) reduces to $F''\simeq-hF'$ to first order in the small quantities. The difference $H+h$ thus decays exponentially, and

$$
\int_0^\zeta H\,dt=-h\zeta+B+o(1),\qquad B=\int_0^\infty(H+h)\,dt, \tag{24}
$$

with $B$ finite. Put $q=\mathrm{Sc}\,h\zeta$ in (11). The contribution $\mathrm{Sc}\,B$ to the exponent vanishes as $\mathrm{Sc}\to0$, so the integral tends to $(\mathrm{Sc}\,h)^{-1}\int_0^\infty e^{-q}dq=(\mathrm{Sc}\,h)^{-1}$. Hence

$$
S\to h\,\mathrm{Sc},\qquad k\to h\sqrt{\nu\omega}=0.884\sqrt{\nu\omega}. \tag{25}
$$

This is the downward gas speed itself: if $c_s=0$, diffusion is fast enough for the disc to capture all the precursor carried towards it. The square-root law is unchanged, while the dependence on $D$ has disappeared. At $\mathrm{Sc}=1$ the full value is $0.396\sqrt{\nu\omega}$, so a gas with Schmidt number near one lies in neither limit.

## An inactive centre

A radially uniform downward flow does not by itself guarantee uniform deposition. Suppose the disc is inert for $r<r_0$ and has $c_s=0$ for $r>r_0$. With $X=\ln(r/r_0)$, radial convection is $r\omega F\,\partial_r\Theta=\omega F\,\partial_X\Theta$. Neglecting radial diffusion,

$$
F\frac{\partial\Theta}{\partial X}+H\frac{\partial\Theta}{\partial\zeta}
=\frac1{\mathrm{Sc}}\frac{\partial^2\Theta}{\partial\zeta^2}. \tag{26}
$$

This needs both $r$ and the distance $r-r_0$ to be large compared with the local concentration-layer thickness. It fails immediately beside the edge of the inert region.

At high $\mathrm{Sc}$ use $F\simeq a\zeta$ and $H\simeq-a\zeta^2$. Try $\Theta=f(\eta)$ with $\eta=\zeta/\delta(X)$. Then $\partial_X\Theta=-(\eta\delta'/\delta)f'$ and $\partial_\zeta\Theta=f'/\delta$, so (26) becomes

$$
-a\eta^2(\delta'+\delta)f'=\frac{f''}{\mathrm{Sc}\,\delta^2}. \tag{27}
$$

The variables separate if $a\,\mathrm{Sc}(\delta^2\delta'+\delta^3)=3$. This choice gives $f''=-3\eta^2f'$, whose normalized solution has $f'(\eta)=e^{-\eta^3}/\Gamma(4/3)$. Since $(\delta^3)'=3\delta^2\delta'$,

$$
\frac13(\delta^3)'+\delta^3=\frac3{a\,\mathrm{Sc}}=s^3. \tag{28}
$$

The gas arrives undepleted, so $\delta(0)=0$ and $\delta^3=s^3(1-e^{-3X})$. The wall slope is $1/[\Gamma(4/3)\delta]$. Dividing by (19) gives

$$
\frac{k(r)}{k}=\frac s\delta=\left[1-\left(\frac{r_0}{r}\right)^3\right]^{-1/3}. \tag{29}
$$

The excess is 33% at $r=1.2r_0$, 4.6% at $2r_0$ and 1.3% at $3r_0$. A numerical march of (26) at $\mathrm{Sc}=10^5$ passed a test against (29) with a relative tolerance of 1%. At $\mathrm{Sc}=2$, for an inert region much wider than the concentration layer, the same transport model gives an excess of 45% at $1.2r_0$ and 4.2% at $2r_0$; the high-Sc law is thus too low at the first radius and slightly too high at the second. By $30r_0$ the uniform value is recovered in both calculations. The 45% figure is the limit of a very large inert region and is approached slowly: with radial diffusion retained at $\mathrm{Sc}=2$, the excess at $1.2r_0$ is about 39%, 42% and 44% for $r_0$ equal to 5, 10 and 30 lengths $\sqrt{\nu/\omega}$, while the excess at $2r_0$ stays near 4.1%.

## Silicon growth from a model gas

Take $\nu=10^{-3}$ m²/s, $D=5\times10^{-4}$ m²/s and $\omega=100$ rad/s, so that $\mathrm{Sc}=2$. These are round model parameters, not those of a particular gas. Kinetic-theory estimates for silane at the pressure and temperature used below give $\mathrm{Sc}\approx2$ with $\nu\approx8$–$9\times10^{-3}$ m²/s in hydrogen or helium, and $\mathrm{Sc}\approx0.9$ with $\nu\approx1.1$–$1.2\times10^{-3}$ m²/s in nitrogen or argon. The coefficient $k$ would then be about 0.27 or 0.14 m/s, and in the light carriers a disc of 0.1 m radius would span only about 11 lengths $\sqrt{\nu/\omega}$. The surface is assumed to consume precursor so fast that $c_s$ can be set to zero, and each molecule consumed leaves one silicon atom. By (13), this requires $k_s$ to be much larger than the $k$ found below. Kinetic theory gives $k_s\simeq\beta\bar v/4$ for a small reaction probability $\beta$ per collision, where $\bar v$ is the mean molecular speed, about 810 m/s for a molecule of silane's mass at 1000 K. Keeping $c_s$ below 5% of $c_\infty$ then takes $\beta$ of at least about 0.8%; on a less reactive surface the film grows more slowly than calculated here. The precursor must also survive its passage through the hot gas. If it decomposed there at a first-order rate of 1 s⁻¹, starting 76 mm above the disc, the flux of intact precursor would be about 23% lower; at 0.1 s⁻¹ the loss would be about 3%. The example assumes that decomposition is slow enough to ignore, which is not guaranteed for silane itself at 1000 K. From (11), $S=0.5653$, and (12) gives

$$
k=\sqrt{10^{-3}\times100}\ \frac{0.5653}{2}\ \text{m/s}=0.0894\ \text{m/s}. \tag{30}
$$

The equivalent film thickness is $D/k=5.59$ mm. At pressure $10^4$ Pa, temperature 1000 K and precursor mole fraction $10^{-3}$, the ideal-gas law gives

$$
c_\infty=\frac{10^{-3}\times10^4\ \text{Pa}}{k_B\times1000\ \text{K}}
=7.243\times10^{20}\ \text{m}^{-3}, \tag{31}
$$

where $k_B$ is the Boltzmann constant. The flux is $J=kc_\infty=6.473\times10^{19}$ m⁻² s⁻¹. The cubic cell of silicon contains eight atoms and has edge 0.5431 nm, so $n_{\mathrm{Si}}=8/(0.5431\ \text{nm})^3=4.994\times10^{28}$ m⁻³. Thermal expansion of the solid is ignored. The growth rate is

$$
\frac{J}{n_{\mathrm{Si}}}=\frac{6.473\times10^{19}}{4.994\times10^{28}}\ \text{m/s}
=1.30\ \text{nm/s}=4.67\ \text{µm/h}. \tag{32}
$$

The high-Sc formula (20) instead gives $k=0.1236$ m/s and 1.79 nm/s, which is 38% above the full result. The corrected series (22) gives $k=0.0931$ m/s, an error of 4.1%. Doubling the rotation rate raises the full coefficient from 0.0894 to 0.1264 m/s, a factor of $\sqrt2$. The high-Sc formula would predict this ratio correctly despite its wrong magnitude, so agreement with the square-root law is no evidence that its coefficient applies.

For a disc of radius $R_d=0.1$ m, the rotational Reynolds number is $\omega R_d^2/\nu=1000$. The radius is then $\sqrt{1000}\simeq32$ viscous lengths, which makes the infinite-disc model reasonable away from the rim but does not remove edge effects. The reactor must also supply the gas that the disc draws down, about $\pi R_d^2h\sqrt{\nu\omega}=8.8\times10^{-3}$ m³/s under the model conditions. A confined or insufficient supply changes the far flow assumed in (6). Turbulence, gas-phase reaction, strong heating with variable gas properties, thermal diffusion, buoyancy and a nonuniform surface temperature also lie outside the derivation; under these conditions neither uniformity nor the coefficient should be taken from (12) without a new calculation. The numerical output lists the model parameters and the calculated growth rates.

## Numbers as computed

```
Radial wall shear a = 0.510233 (dimensionless)
Angular wall slope b = -0.615922 (dimensionless)
Far axial velocity H = -0.884474 (dimensionless)
H at zeta=0.1: numerical -0.00477913, series -0.00477926
High-Sc coefficient = 0.620451 (dimensionless)
Correction coefficients c1 = 0.29801, c2 = 0.14514
Scaled wall slope S: Sc, exact, limit, corrected, limit error
        1   0.39625   0.62045   0.42993   56.58 %
        2   0.56526   0.78172   0.58866   38.29 %
       10   1.13412   1.33672   1.14290   17.86 %
      100   2.68714   2.87988   2.68911    7.17 %
     1000   6.01605   6.20451   6.01648    3.13 %
    10000  13.18068  13.36721  13.18077    1.42 %
Direct dimensional solution at Sc=2: omega, k direct, k formula
     50 rad/s 0.063198 m/s 0.063198 m/s
    100 rad/s 0.089375 m/s 0.089375 m/s
    200 rad/s 0.126396 m/s 0.126395 m/s
Measured exponent of rotation rate = 0.500001
Inert centre, k(r)/k uniform: r/r0, law, Sc=100000, Sc=2
    1.2   1.3339   1.3368   1.4490
    1.5   1.1243   1.1252   1.1484
    2.0   1.0455   1.0458   1.0424
    3.0   1.0127   1.0127   1.0075
   30.0   1.0000   1.0000   1.0000
Viscosity = 1.0e-03 m^2/s; diffusivity = 5.0e-04 m^2/s
Schmidt number = 2.000; rotation = 100.0 rad/s
Disc radius = 0.100 m; Reynolds = 1000.0
Pressure = 10000.0 Pa; temperature = 1000.0 K
Precursor mole fraction = 1.0e-03
Viscous length sqrt(nu/omega) = 3.1623 mm
Equivalent diffusion film D/k = 5.5944 mm
k exact = 0.089375 m/s
k high-Sc limit = 0.123601 m/s
k corrected series = 0.093075 m/s
Precursor concentration = 7.24297e+20 m^-3
Precursor flux = 6.47341e+19 m^-2 s^-1
Silicon lattice parameter = 0.5431021 nm
Silicon atom density = 4.99397e+28 m^-3
Growth rate exact = 1.2962 nm/s
Growth rate exact, converted = 4.6665 micrometre/h
Growth rate from high-Sc limit = 1.7926 nm/s
```
